# Why core polarisation makes the lithium 2p 2P3/2 hyperfine constant negative

## 1. Definitions and conventions

The atom is $^7$Li in the term $1s^2\,2p\;{}^2P$, with levels $J=1/2$ and $J=3/2$. The hyperfine constant is defined by

$$H_{\rm hf}=hA_J\,\mathbf I\cdot\mathbf J ,$$

with $\mathbf I$, $\mathbf J$, $\mathbf l$, $\mathbf s$ in units of $\hbar$. The nucleus is a point with spin $I=3/2$ and moment $\mu_I=3.2564$ nuclear magnetons, both taken as inputs. The electron is non-relativistic with $g_s=2$, and LS coupling is assumed. Lengths in formulas are in bohr, energies in hartree and hyperfine constants in MHz.

The nuclear moment $\boldsymbol\mu=\mu_I\mathbf I/I$ acts on an electron in two ways. Its vector potential is $(\mu_0/4\pi)\,\boldsymbol\mu\times\mathbf r/r^3$. For charge $-e$ the kinetic energy contains $+(e/m)\mathbf A\cdot\mathbf p$, and since $(\boldsymbol\mu\times\mathbf r)\cdot\mathbf p=\boldsymbol\mu\cdot(\mathbf r\times\mathbf p)$ and $e\hbar/m=2\mu_B$, this gives

$$\frac{\mu_0}{4\pi}\,2\mu_B\,\frac{\boldsymbol\mu\cdot\mathbf l}{r^3}.$$

The electron spin moment is $-2\mu_B\mathbf s$, so its energy in the nuclear field is $+2\mu_B\mathbf s\cdot\mathbf B$, where

$$\mathbf B=\frac{\mu_0}{4\pi}\left[\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu}{r^3}+\frac{8\pi}{3}\boldsymbol\mu\,\delta(\mathbf r)\right].$$

Adding the two and summing over electrons,

$$H_{\rm hf}=hP\sum_i\left[\frac{\mathbf l_i}{r_i^3}+\frac{3\hat{\mathbf r}_i(\mathbf s_i\cdot\hat{\mathbf r}_i)-\mathbf s_i}{r_i^3}+\frac{8\pi}{3}\mathbf s_i\,\delta(\mathbf r_i)\right]\cdot\mathbf I,$$

$$P=\frac{\mu_0}{4\pi}\,\frac{2\mu_B\mu_I}{I\,h\,a_0^3}=207.13\ \text{MHz}\cdot\text{bohr}^3 .$$

The three terms are called orbital, dipolar and contact. $P$ is positive, so a negative $A_J$ must come from the electrons.

## 2. How each term projects on J

Within one level, a vector operator $\mathbf N$ may be replaced by $\mathbf J\,\langle\mathbf N\cdot\mathbf J\rangle/[J(J+1)]$.

**Orbital and dipolar terms.** For one $p$ electron, $\mathbf j=\mathbf l+\mathbf s$. The orbital term gives

$$\mathbf l\cdot\mathbf j=\mathbf l^2+\mathbf l\cdot\mathbf s .$$

In the dipolar term, $\hat{\mathbf r}\cdot\mathbf l=0$, $(\mathbf s\cdot\hat{\mathbf r})^2=1/4$ and $\mathbf s^2=3/4$, so

$$[3\hat{\mathbf r}(\mathbf s\cdot\hat{\mathbf r})-\mathbf s]\cdot\mathbf j=3\cdot\tfrac14-\tfrac34-\mathbf l\cdot\mathbf s=-\mathbf l\cdot\mathbf s .$$

From $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-2-\frac34]$ one has $-1$ for $j=1/2$ and $+1/2$ for $j=3/2$. Dividing by $j(j+1)=3/4$ and $15/4$ gives

- $J=1/2$: orbital $(2-1)/(3/4)=4/3$, dipolar $1/(3/4)=4/3$;
- $J=3/2$: orbital $(2+\frac12)/(15/4)=2/3$, dipolar $-\frac12/(15/4)=-2/15$.

**Contact term.** The operator $\sum_i\mathbf s_i\delta(\mathbf r_i)$ is a vector in spin space and a scalar in orbital space. Within the term it is therefore $\kappa\mathbf S$. Let $\rho_s(0)$ be the spin-up minus spin-down density at the nucleus for $M_S=+1/2$. The $z$ component then gives $\frac12\rho_s(0)=\frac12\kappa$, so $\kappa=\rho_s(0)$. The projection of $\mathbf S$ follows from

$$\langle\mathbf S\cdot\mathbf J\rangle=\tfrac12[J(J+1)+\tfrac34-2],$$

which is $-1/4$ for $J=1/2$ and $+5/4$ for $J=3/2$. Division by $J(J+1)$ gives $-1/3$ and $+1/3$. In the lower-$J$ level the spin points, on average, against $\mathbf J$; in the other it points along $\mathbf J$.

Putting the parts together,

$$A_{1/2}=P\left[\tfrac43\langle r^{-3}\rangle_l+\tfrac43\langle r^{-3}\rangle_d-\tfrac{8\pi}{9}\rho_s(0)\right],$$

$$A_{3/2}=P\left[\tfrac23\langle r^{-3}\rangle_l-\tfrac2{15}\langle r^{-3}\rangle_d+\tfrac{8\pi}{9}\rho_s(0)\right].$$

For a single $p$ electron outside an inert core the two averages are equal. In a correlated state they differ. The orbital one is then defined by $\sum_i\mathbf l_i/r_i^3=\langle r^{-3}\rangle_l\,\mathbf L$ within the term. The dipolar one is $\frac54\int\rho_s(\mathbf r)(3\cos^2\theta-1)r^{-3}\,d^3r$ in the state $M_L=0$, $M_S=1/2$; the factor $\frac54$ cancels the value $\langle3\cos^2\theta-1\rangle=\frac45$ of a $p_z$ orbital.

## 3. First contribution: the valence electron alone

In restricted Hartree–Fock the two $1s$ electrons share one orbital, so their spin densities cancel everywhere. The $2p$ orbital vanishes at the nucleus. Hence $\rho_s(0)=0$, and

$$A_{1/2}=\tfrac83P\langle r^{-3}\rangle,\qquad A_{3/2}=\tfrac8{15}P\langle r^{-3}\rangle .$$

Both are positive, in the ratio $5:1$. A self-consistent solution in a Gaussian basis (14 $s$ and 8 $p$ shells) gives $\langle r^{-3}\rangle=0.05851$ bohr$^{-3}$, so

$$A_{3/2}=\tfrac8{15}(207.13)(0.05851)=6.46\ \text{MHz},\qquad A_{1/2}=32.32\ \text{MHz}.$$

A larger basis (24 $s$ and 12 $p$ shells) gives $0.05856$ bohr$^{-3}$, $6.47$ and $32.35$ MHz, so the last digit is not converged. In $J=3/2$ the orbital part, $8.08$ MHz, is partly cancelled by the dipolar part, $-1.62$ MHz. In $J=1/2$ the two are equal and add. The upper level thus starts from a small positive value, which a modest contact term can reverse.

## 4. Second contribution: the polarised core

**The cause.** Let the $2p$ electron have spin up. Both $1s$ electrons feel its Coulomb repulsion, but exchange acts on the one with the same spin. With $h$ the one-electron Hamiltonian, and $J_a$, $K_a$ the Coulomb and exchange operators of orbital $a$, the two core orbitals obey

$$F_\uparrow=h+J_\downarrow+J_p-K_p,\qquad F_\downarrow=h+J_\uparrow+J_p .$$

The effect of $-K_p$ on the core orbital $s$ can be written as a local potential $w=-(K_ps)/s$. Only the dipole term of $1/|\mathbf r-\mathbf r'|$ joins an $s$ to a $p$ function. It carries a factor $4\pi/3$, and the spherical average of $Y_{10}^2$ is $1/4\pi$. With the core kept spherical,

$$w(r)=-\frac{R_p(r)}{3R_s(r)}\int_0^\infty\frac{r_<}{r_>^2}R_p(r')R_s(r')\,r'^2dr' .$$

Near the nucleus $R_p$ and the integral are each proportional to $r$, so $w\propto-r^2$. Far out, $R_p$ decays more slowly than $R_s$ and $w$ deepens further. At $0.25$, $0.5$, $1$ and $2$ bohr its values are $-0.0003$, $-0.0014$, $-0.0064$ and $-0.0412$ hartree; in the basis of 24 $s$ and 12 $p$ shells the last two become $-0.0063$ and $-0.0409$.

**The sign.** Write the orbitals as $s+\delta$ (up) and $s-\delta$ (down). Relative to their mean, the up electron feels $\frac12w$ and the down electron $-\frac12w$. For the moment, leave out the change in the mutual repulsion of the core electrons and treat the mean field as local, with Hamiltonian $H_0$ and $H_0s=\varepsilon s$. To first order,

$$(H_0-\varepsilon)\delta=-\tfrac12(w-\bar w)s,\qquad \bar w=\int ws^2\,d^3r .$$

Set $\delta=fs$. The terms containing $f$ undifferentiated cancel because $H_0s=\varepsilon s$, which leaves

$$(H_0-\varepsilon)(fs)=-\tfrac12\left(s\nabla^2f+2\nabla f\cdot\nabla s\right)=-\frac1{2s}\nabla\cdot(s^2\nabla f).$$

Multiplying by $-2s$ and integrating over a sphere of radius $r$,

$$r^2s^2\frac{df}{dr}=\int_0^r(w-\bar w)s^2r'^2dr' .$$

Since $w$ falls outwards, $w-\bar w$ is positive inside and negative outside. The integral rises from zero and returns to zero at infinity, so it is positive in between and $f$ increases with $r$. Normalisation requires $\int fs^2\,d^3r=0$, hence $f$ is negative at the nucleus. Exchange draws the up electron outwards and leaves a deficit of up spin at the centre.

**The size.** The mutual repulsion is now restored. The density of the down orbital is $s^2-2s\delta$ to first order, so the up electron feels an additional potential $-2J[s\delta]$, where $J[s\delta](\mathbf r)=\int s\delta/|\mathbf r-\mathbf r'|\,d^3r'$. With the mean operator $F_0=h+J_s+J_p-\frac12K_p$ and its core eigenvalue $\varepsilon_s$, the response equation is

$$(F_0-\varepsilon_s)\delta-2J[s\delta]\,s=\tfrac12K_ps$$

after projection on the functions orthogonal to $s$. The spin density is

$$\rho_s(0)=(s+\delta)^2-(s-\delta)^2=4s(0)\delta(0).$$

Solving this linear equation in the $s$ basis gives $-0.01826$ bohr$^{-3}$. The self-consistent spin-polarised Hartree–Fock solution, with the core still kept spherical, gives $-0.01827$ bohr$^{-3}$, so the polarisation is in the linear regime. In the basis of 24 $s$ and 12 $p$ shells the self-consistent value is $-0.01843$ bohr$^{-3}$, about $1\%$ larger in size, and the two densities at the nucleus quoted below rise to $6.813$ and $6.831$ bohr$^{-3}$.

The displacement is slight. The mean radii are $0.5741$ bohr for $1s\!\uparrow$ and $0.5726$ bohr for $1s\!\downarrow$, and in this basis, which lacks the cusp at the nucleus, the densities there are $6.748$ and $6.766$ bohr$^{-3}$. The difference is about $0.3\%$ of either density. It matters because the contact coupling of a $1s$ electron is so large: one unpaired $1s$ electron of this density would have a coupling $P(8\pi/3)(6.76)\approx1.2\times10^4$ MHz.

## 5. Weighing the two contributions

The contact part of $A_{3/2}$ is

$$\tfrac{8\pi}{9}(207.13)(-0.01827)=-10.57\ \text{MHz},$$

and that of $A_{1/2}$ is $+10.57$ MHz. In the same spin-polarised calculation the totals are

$$A_{3/2}=8.09-1.62-10.57=-4.10\ \text{MHz},$$

$$A_{1/2}=16.17+16.17+10.57=42.91\ \text{MHz}.$$

In the basis of 24 $s$ and 12 $p$ shells the contact part of $A_{3/2}$ is $-10.66$ MHz and the totals are $-4.19$ and $43.03$ MHz, a shift of about $0.1$ MHz.

The opposite signs of the projection explain why one polarised core lowers one constant and raises the other. They do not by themselves make $A_{3/2}$ negative; the contact part must also exceed the valence part. With a common $\langle r^{-3}\rangle$ the condition is

$$\tfrac8{15}\langle r^{-3}\rangle+\tfrac{8\pi}{9}\rho_s(0)<0
\quad\Longleftrightarrow\quad
-\rho_s(0)>\frac{3}{5\pi}\langle r^{-3}\rangle .$$

The right-hand side is $0.0112$ bohr$^{-3}$ here, and $-\rho_s(0)=0.0183$ bohr$^{-3}$ exceeds it. If the exchange response were reduced to less than about $0.6$ of its size, $A_{3/2}$ would be positive although the signs of the contact terms were unchanged.

## 6. Is the spin-polarised result an artefact of impure spin?

A determinant with different up and down core orbitals is not a pure doublet. Its first-order part is $|T_0\uparrow\rangle$: the core is excited to a triplet with $M=0$, and the valence spin is up. With a suitable choice of phases,

$$|T_0\uparrow\rangle=\sqrt{\tfrac13}\,|D\rangle+\sqrt{\tfrac23}\,|Q\rangle ,$$

where $D$ is a doublet and $Q$ a quartet. Let $v=\langle T_0\uparrow|V|\Psi_0\rangle$ be the coupling of this component to the reference $\Psi_0$ by the electron repulsion. The repulsion conserves spin, so $Q$ does not couple to $\Psi_0$, and therefore $\langle D|V|\Psi_0\rangle=\sqrt3\,v$. To leading order, with excitation energy $\Delta$, the pure-spin correction is $-(\sqrt3\,v/\Delta)|D\rangle$. Its component along $|T_0\uparrow\rangle$ is

$$-\frac{\sqrt3\,v}{\Delta}\cdot\sqrt{\tfrac13}=-\frac v\Delta ,$$

the same as in the determinant. The operator $\sum_i s_{z,i}\delta(\mathbf r_i)$ connects $\Psi_0$ to this component alone among the core-triplet states, so the spin density at the nucleus agrees to this order. Beyond it the two differ: a pure-doublet calculation with all single $s$ excitations of the core gives $\rho_s(0)=-0.0159$ bohr$^{-3}$, $13\%$ smaller in size than the determinant, and $A_{3/2}=-2.7$ MHz. The sign is the same, the size is not.

Deleting the quartet from the finished determinant is a different operation. It leaves $-(v/\Delta)\sqrt{1/3}\,|D\rangle$, whose component along $|T_0\uparrow\rangle$ is three times too small. The contact part would shrink to $-3.5$ MHz and $A_{3/2}$ would come out positive, near $+2.9$ MHz.

## 7. Third contribution: electron correlation

Full configuration interaction takes all arrangements of the three electrons in a given basis and yields a state of pure spin. With 4 $d$ shells added, 58 functions in all, it gives

$$\langle r^{-3}\rangle_l=0.0627,\quad\langle r^{-3}\rangle_d=0.0668,\quad\rho_s(0)=-0.0172\ \text{bohr}^{-3}.$$

The constants are

$$A_{3/2}=8.66-1.84-9.93=-3.11\ \text{MHz},$$

$$A_{1/2}=17.32+18.44+9.93=45.69\ \text{MHz}.$$

Relative to spin-polarised Hartree–Fock, $A_{3/2}$ rises by $0.99$ MHz: $+0.58$ from the orbital part, $-0.23$ from the dipolar part and $+0.64$ from the contact part. Not all of this is correlation: the Hartree–Fock core was kept spherical, whereas the full calculation also lets the $2p$ electron mix $d$ character into the core orbitals, which contributes to the dipolar part. Together these effects change the size of the constant, while its sign is already set by the spin polarisation of the spherical core.

The total is the difference of $6.82$ and $9.93$ MHz, so it is more sensitive than its parts: a change of $1\%$ in the contact part moves $A_{3/2}$ by about $3\%$. Without the $d$ functions the result is $-3.67$ MHz, which shows how strongly the value depends on the basis. Gaussians also lack the cusp at the nucleus. For one-electron Li$^{2+}$, where the density is known to be $27/\pi$ bohr$^{-3}$, the same $s$ basis gives a density $1.0\%$ too low. If the spin density suffers equally, the contact part should be about $0.1$ MHz more negative. Adding two tighter $s$, one tighter $p$ and one tighter $d$ shell changes the constants to $A_{3/2}=-3.17$ and $A_{1/2}=45.87$ MHz; adding two $f$ shells instead gives $-3.01$ and $45.70$ MHz. The calculation therefore gives about $-3.1$ MHz with a basis uncertainty of at least $0.1$ MHz. Functions beyond $f$, relativity, the anomalous electron moment, and nuclear size and recoil are left out.

## 8. Separating the parts from the two constants

The opposite contact signs allow a partial separation, although two constants cannot fix all three parameters. In the sum the contact term cancels:

$$A_{1/2}+A_{3/2}=P\left[2\langle r^{-3}\rangle_l+\tfrac65\langle r^{-3}\rangle_d\right].$$

In the combination that vanishes for an inert core it survives:

$$A_{1/2}-5A_{3/2}=P\left[2\left(\langle r^{-3}\rangle_d-\langle r^{-3}\rangle_l\right)-\tfrac{16\pi}{3}\rho_s(0)\right].$$

With the correlated values the left-hand side is $45.69+15.57=61.26$ MHz. The difference of the two averages supplies $1.67$ MHz and the contact term $59.59$ MHz. In the two larger bases of section 7 the left-hand side is $61.72$ and $60.77$ MHz, of which the difference of the averages supplies $1.79$ and $1.66$ MHz. The departure from the ratio $5:1$ is thus almost entirely a contact effect.

These relations need LS coupling. If spin–orbit coupling gave the two levels different radial functions, or mixed in other terms, the same three averages would no longer enter both formulas. The sign of $A_{3/2}$ also depends on the nucleus: with the same electrons and a negative $\mu_I$, both constants would change sign.

For $^7$Li the negative constant inverts the magnetic hyperfine order. The energy is $\frac12hA[F(F+1)-I(I+1)-J(J+1)]$, so in $J=3/2$ the level $F=3$ lies below $F=0$ by $6|A_{3/2}|\approx18$ to $19$ MHz, depending on the basis, when the nuclear quadrupole interaction is ignored.
